# Transverse Levels of Channelled Ions and Their Square-Root Growth with Mass: test program

```python
# Result under test: the number of transverse levels of a channelled ion below
# a fixed cutoff energy in a planar continuum well is, to within one half,
#   nu = (1/(pi*hbar)) * integral sqrt(2 M (E_cut - W(x))) dx,
# so it grows as sqrt(M) when the well W and the cutoff do not depend on M.
# Symbols: M ion mass (u), Z1 ion charge number, Z2 atomic number of the crystal,
# d plane spacing, a screening length, n_s atoms per area of one plane,
# x distance from mid-channel, W potential measured from its mid-channel value.
# Units: eV and angstrom. The ion is a non-relativistic point charge.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigvalsh
from scipy.special import ellipk, ellipe

e2 = const.e / (4 * np.pi * const.epsilon_0) * 1e10          # eV angstrom
hbar2_u = const.hbar**2 / (const.atomic_mass * const.e) * 1e20  # eV angstrom^2 (mass 1 u)
d, a, n_s, Z2 = 2.0, 0.2, 0.15, 20
closest = 0.2
x_cut = d / 2 - closest


def plane_strength(Z1):
    return 2 * np.pi * n_s * Z1 * Z2 * e2 * a


def well_scale(Z1):
    return plane_strength(Z1) / np.sinh(d / (2 * a))


def well(x, Z1=1):
    return well_scale(Z1) * (np.cosh(x / a) - 1)


plane_positions = (np.arange(-30, 30) + 0.5) * d


def summed_planes(x, Z1=1):
    return plane_strength(Z1) * np.sum(np.exp(-np.abs(x - plane_positions) / a))


def nu_closed(energy, mass, Z1=1):
    U0 = well_scale(Z1)
    s2 = energy / (2 * U0)        # sinh^2 of half the scaled turning point
    bracket = (1 + s2) * ellipk(-s2) - ellipe(-s2)
    return 8 * a * np.sqrt(mass * U0 / hbar2_u) / np.pi * bracket


def spacing_closed(energy, mass, Z1=1):
    U0 = well_scale(Z1)
    return np.pi * np.sqrt(hbar2_u * U0 / mass) / (2 * a * ellipk(-energy / (2 * U0)))


def bloch_levels(mass, Z1=1, q=0.0):
    # Plane-wave Hamiltonian from Fourier coefficients of the screened field.
    k_cut = np.sqrt(2 * mass * well(x_cut, Z1) / hbar2_u)
    n_max = int(np.ceil(1.6 * k_cut * d / (2 * np.pi))) + 25
    G = 2 * np.pi / d * np.arange(-n_max, n_max + 1)
    dG = G[:, None] - G[None, :]
    H = 4 * np.pi * n_s * Z1 * Z2 * e2 / (d * (dG**2 + 1 / a**2))
    H[np.diag_indices_from(H)] += hbar2_u * (q + G)**2 / (2 * mass) - summed_planes(0.0, Z1)
    return eigvalsh(H)


# Average of the screened Coulomb field over one atomic plane.
for x in (0.05, 0.3, 0.8):
    average = quad(lambda rho: 2 * np.pi * rho * n_s * Z2 * e2
                   * np.exp(-np.hypot(rho, x) / a) / np.hypot(rho, x),
                   0, 12, epsabs=1e-11, epsrel=1e-10, limit=300)[0]
    assert abs(average / (plane_strength(1) * np.exp(-x / a)) - 1) < 1e-7

# Sum over planes against the hyperbolic well, and the barrier height.
for x in (0.1, 0.5, 0.8, 1.0):
    direct = summed_planes(x) - summed_planes(0.0)
    assert abs(direct / well(x) - 1) < 1e-10
barrier = plane_strength(1) * np.tanh(d / (4 * a))
assert abs((summed_planes(d / 2) - summed_planes(0.0)) / barrier - 1) < 1e-10

# Action by quadrature over the explicit plane sum against elliptic integrals.
E_cut = well(x_cut)


def action_integrand(t):
    x = x_cut * np.sin(t)
    gap = E_cut - (summed_planes(x) - summed_planes(0.0))
    return np.sqrt(max(2 * gap / hbar2_u, 0.0)) * x_cut * np.cos(t)


nu_quad = quad(action_integrand, -np.pi / 2, np.pi / 2, epsrel=1e-9, limit=200)[0] / np.pi
assert abs(nu_quad / nu_closed(E_cut, 1.0) - 1) < 1e-6
shape = nu_quad * np.pi / (2 * x_cut * np.sqrt(2 * E_cut / hbar2_u))
assert np.pi / 4 < shape < 1

# Levels and counts by diagonalization, without any semiclassical input.
masses = np.array([1.0, 4.0, 16.0, 64.0])
levels, counts, defects, nus = [], [], [], []
for mass in masses:
    spectrum = bloch_levels(mass)
    bound = spectrum[spectrum < E_cut]
    defect = nu_closed(bound, mass) - (np.arange(len(bound)) + 0.5)
    levels.append(spectrum)
    counts.append(len(bound))
    defects.append(defect)
    nus.append(nu_closed(E_cut, mass))
    assert np.max(np.abs(defect)) < 0.02
    assert abs(len(bound) - nus[-1]) <= 0.5 + 0.02
counts = np.array(counts)

# Mass exponent of the true counts; the tolerance covers integer rounding.
exponent = np.polyfit(np.log(masses), np.log(counts), 1)[0]
assert abs(exponent - 0.5) < 0.006

# The semiclassical defect is largest at the bottom and falls as 1/sqrt(M).
hbar_omega = np.sqrt(hbar2_u * well_scale(1)) / a
defect_estimate = hbar_omega / (64 * well_scale(1))
assert all(np.argmax(np.abs(item)) == 0 for item in defects)
assert 3 < defects[0][0] / defects[2][0] < 5
assert abs(defects[0][0] / defect_estimate - 1) < 0.3

# Level spacing next to the cutoff.
spacings = []
for spectrum, count, mass in zip(levels, counts, masses):
    lower, upper = spectrum[count - 2], spectrum[count - 1]
    spacings.append(upper - lower)
    assert abs((upper - lower) / spacing_closed((upper + lower) / 2, mass) - 1) < 2e-3

# Flatness of the counted bands for the lightest ion, where tunnelling is strongest.
edge_levels = bloch_levels(1.0, q=np.pi / d)
band_shift = np.max(np.abs(edge_levels[:counts[0]] - levels[0][:counts[0]]))
assert band_shift < 1e-8

# A doubly charged ion of mass 4 u has a deeper well: factor sqrt(Z1*M).
E_cut_2 = well(x_cut, 2)
count_2 = int(np.sum(bloch_levels(4.0, Z1=2) < E_cut_2))
nu_2 = np.sqrt(2 * 4.0) * nu_quad
assert abs(count_2 - nu_2) <= 0.5 + 0.02

print(f"Plane spacing d = {d:.1f} angstrom")
print(f"Screening length a = {a:.1f} angstrom")
print(f"Areal density n_s = {n_s:.2f} per square angstrom")
print(f"Crystal atomic number Z2 = {Z2}")
print(f"Closest approach to a plane = {closest:.1f} angstrom")
print(f"Turning point at cutoff x_c = {x_cut:.1f} angstrom")
print(f"e^2/(4 pi eps0) = {e2:.4f} eV angstrom")
print(f"hbar^2/(1 u) = {hbar2_u:.6e} eV angstrom^2")
print(f"Plane strength A (Z1=1) = {plane_strength(1):.3f} eV")
print(f"Well scale U0 (Z1=1) = {well_scale(1):.4f} eV")
print(f"Barrier height (Z1=1) = {barrier:.3f} eV")
print(f"Cutoff energy E_c (Z1=1) = {E_cut:.3f} eV")
s2_cut = E_cut / (2 * well_scale(1))
print(f"s^2 at cutoff = {s2_cut:.4f}")
print(f"K(-s^2) at cutoff = {ellipk(-s2_cut):.5f}")
print(f"E(-s^2) at cutoff = {ellipe(-s2_cut):.5f}")
print(f"Shape factor S = {shape:.4f} (parabola: {np.pi / 4:.4f})")
print(f"nu by quadrature, M = 1 u: {nu_quad:.4f}")
for mass, nu, count, gap in zip(masses, nus, counts, spacings):
    print(f"M = {mass:.0f} u: nu = {nu:.3f}, diagonalized count N = {count}, "
          f"N/sqrt(M/u) = {count / np.sqrt(mass):.3f}")
    print(f"M = {mass:.0f} u: spacing of top two counted levels = {1000 * gap:.2f} meV, "
          f"formula at E_c = {1000 * spacing_closed(E_cut, mass):.2f} meV")
print(f"Fitted mass exponent of N = {exponent:.4f}")
print(f"Small-oscillation quantum, M = 1 u: {hbar_omega:.4f} eV")
print(f"Estimated bottom defect, M = 1 u: {defect_estimate:.5f}")
for mass, defect in zip(masses, defects):
    print(f"M = {mass:.0f} u: largest quantum-number defect = {np.max(np.abs(defect)):.5f}")
print(f"Largest band shift, M = 1 u (rounding level): {band_shift:.1e} eV")
print(f"Z1 = 2, M = 4 u: cutoff energy = {E_cut_2:.3f} eV")
print(f"Z1 = 2, M = 4 u: nu = {nu_2:.3f}, diagonalized count N = {count_2}")
print("all good")
```

Output:

```
Plane spacing d = 2.0 angstrom
Screening length a = 0.2 angstrom
Areal density n_s = 0.15 per square angstrom
Crystal atomic number Z2 = 20
Closest approach to a plane = 0.2 angstrom
Turning point at cutoff x_c = 0.8 angstrom
e^2/(4 pi eps0) = 14.3996 eV angstrom
hbar^2/(1 u) = 4.180159e-03 eV angstrom^2
Plane strength A (Z1=1) = 54.285 eV
Well scale U0 (Z1=1) = 0.7316 eV
Barrier height (Z1=1) = 53.559 eV
Cutoff energy E_c (Z1=1) = 19.247 eV
s^2 at cutoff = 13.1541
K(-s^2) at cutoff = 0.72901
E(-s^2) at cutoff = 4.06206
Shape factor S = 0.8625 (parabola: 0.7854)
nu by quadrature, M = 1 u: 42.1528
M = 1 u: nu = 42.153, diagonalized count N = 42, N/sqrt(M/u) = 42.000
M = 1 u: spacing of top two counted levels = 589.30 meV, formula at E_c = 595.78 meV
M = 4 u: nu = 84.306, diagonalized count N = 84, N/sqrt(M/u) = 42.000
M = 4 u: spacing of top two counted levels = 296.06 meV, formula at E_c = 297.89 meV
M = 16 u: nu = 168.611, diagonalized count N = 169, N/sqrt(M/u) = 42.250
M = 16 u: spacing of top two counted levels = 148.73 meV, formula at E_c = 148.94 meV
M = 64 u: nu = 337.222, diagonalized count N = 337, N/sqrt(M/u) = 42.125
M = 64 u: spacing of top two counted levels = 74.37 meV, formula at E_c = 74.47 meV
Fitted mass exponent of N = 0.5011
Small-oscillation quantum, M = 1 u: 0.2765 eV
Estimated bottom defect, M = 1 u: 0.00591
M = 1 u: largest quantum-number defect = 0.00558
M = 4 u: largest quantum-number defect = 0.00287
M = 16 u: largest quantum-number defect = 0.00145
M = 64 u: largest quantum-number defect = 0.00073
Largest band shift, M = 1 u (rounding level): 4.2e-14 eV
Z1 = 2, M = 4 u: cutoff energy = 38.493 eV
Z1 = 2, M = 4 u: nu = 119.226, diagonalized count N = 119
all good
```
